# Born-charge neutrality on a finite k-mesh and the valence inverse masses

## The result

The Born charges of an insulator add up to zero when the Brillouin zone is integrated exactly. On a finite uniform mesh of $N_k$ points, with a local Kohn–Sham potential and an analytic $k$-derivative of the orbitals, they add up to

$$\sum_\kappa Z^*_{\kappa,\beta\alpha}=\frac{g}{N_k}\sum_{\mathbf k}\sum_{v}\frac{m}{\hbar^2}\,\frac{\partial^2E_{v\mathbf k}}{\partial k_\beta\,\partial k_\alpha}. \tag{1}$$

Here $\kappa$ labels the ions of a cell, $v$ the filled bands, $g$ is the spin factor (2 for paired spins) and $m$ the electron mass. The neutrality error is $g$ times the mesh average of the summed valence inverse effective masses, in units of $1/m$. It vanishes exponentially as the mesh is refined, because the filled bands are separated from the empty ones at every $\mathbf k$.

## What is being computed

The electron charge is $-e$. Bloch states are $\psi=e^{i\mathbf k\cdot\mathbf r}u$, and the periodic part $u$ is an eigenstate of

$$H_{\mathbf k}=\frac{\Pi^2}{2m}+V(\mathbf r),\qquad \boldsymbol\Pi=\mathbf p+\hbar\mathbf k .$$

There are $N_v$ filled bands, and the ionic charges $Z_\kappa e$ make the cell neutral: $\sum_\kappa Z_\kappa=gN_v$. The letter $c$ labels empty bands, and $\partial_\beta=\partial/\partial k_\beta$.

Let every ion of type $\kappa$ move by $\tau$ along $\alpha$, at zero macroscopic field. The Born charge is the dipole transported per cell along $\beta$, divided by $e\tau$. To find the electronic share, let $\tau$ grow slowly. Write the orbital as $u_v+\delta u_v$, apart from its dynamical phase. The Schrödinger equation, to first order in the speed $\dot\tau$, gives

$$i\hbar\dot\tau\,\langle c|u_v^{\kappa\alpha}\rangle=(E_c-E_v)\langle c|\delta u_v\rangle ,$$

where $u_v^{\kappa\alpha}$ is the static derivative of $u_v$ with respect to $\tau$. The velocity operator is $\partial_\beta H/\hbar$, so the electron velocity caused by the motion is

$$\dot\tau\sum_{vc}2\,\mathrm{Re}\,\frac{i\langle v|\partial_\beta H|c\rangle\langle c|u_v^{\kappa\alpha}\rangle}{E_c-E_v}.$$

With time-reversal symmetry and the full zone integral, $\delta u$ produces no density change, since $\mathbf k$ and $-\mathbf k$ cancel. No further potential of order $\dot\tau$ then arises.

Perturbation theory in $\mathbf k$ gives $\langle c|\partial_\beta u_v\rangle=\langle c|\partial_\beta H|v\rangle/(E_v-E_c)$. Its conjugate is $-\langle v|\partial_\beta H|c\rangle/(E_c-E_v)$. Inserting this and conjugating inside the real part turns the sum into

$$A^{\kappa}_{\beta\alpha}(\mathbf k)=\sum_{vc}2\,\mathrm{Re}\left[i\,\langle u_v^{\kappa\alpha}|c\rangle\langle c|\partial_\beta u_v\rangle\right]. \tag{2}$$

This is the electron displacement per unit ion displacement. Since electrons carry $-e$,

$$Z^*_{\kappa,\beta\alpha}=Z_\kappa\delta_{\beta\alpha}-\frac{g}{N_k}\sum_{\mathbf k}A^\kappa_{\beta\alpha}(\mathbf k). \tag{3}$$

Equation (3), with the zone integral replaced by a mesh average, defines the Born charge on a finite mesh. The derivative $\partial_\beta u$ is the analytic one at each point, from a Sternheimer equation or a sum over states. It is not a difference between neighbouring mesh points.

## First derivation: cancelling energy denominators

**All ions together.** Move all ions by the same $\tau$ while the mesh stays fixed. The functions $u(\mathbf r-\boldsymbol\tau)$ at the same $\mathbf k$ solve the problem with potential $V(\mathbf r-\boldsymbol\tau)$. Their density is the old density moved by $\boldsymbol\tau$, and Hartree and exchange-correlation potentials follow the density. The moved solution is therefore self-consistent on the same mesh, however coarse. Provided the linear response is unique, the self-consistent first-order potentials satisfy

$$\sum_\kappa V^{\kappa\alpha}=-\frac{\partial V}{\partial r_\alpha}.$$

From $[p_\alpha,V]=-i\hbar\,\partial V/\partial r_\alpha$ it follows that $\partial V/\partial r_\alpha=(i/\hbar)[p_\alpha,V]$. The kinetic energy commutes with $\Pi_\alpha$, and $\hbar k_\alpha$ is a number, so

$$\sum_\kappa V^{\kappa\alpha}=-\frac{i}{\hbar}[\Pi_\alpha,H_{\mathbf k}].$$

Between $c$ and $v$ the commutator equals $(E_v-E_c)\Pi^\alpha_{cv}$. First-order perturbation theory divides by the same difference:

$$\sum_\kappa\langle c|u_v^{\kappa\alpha}\rangle=\frac{-(i/\hbar)(E_v-E_c)\Pi^\alpha_{cv}}{E_v-E_c}=-\frac{i}{\hbar}\Pi^\alpha_{cv}. \tag{4}$$

**The summed charge.** For a local potential $\partial_\beta H=(\hbar/m)\Pi_\beta$. The conjugate of (4) is $(i/\hbar)\Pi^\alpha_{vc}$. Equation (2), summed over ions, becomes

$$A_{\beta\alpha}=\sum_{vc}2\,\mathrm{Re}\left[i\cdot\frac{i}{\hbar}\Pi^\alpha_{vc}\cdot\frac{\hbar}{m}\frac{\Pi^\beta_{cv}}{E_v-E_c}\right]
=\sum_{vc}\frac{2\,\mathrm{Re}\,\Pi^\alpha_{vc}\Pi^\beta_{cv}}{m(E_c-E_v)}. \tag{5}$$

The factor $i^2=-1$ has reversed the denominator.

**The inverse mass.** Expand $H_{\mathbf k+\mathbf q}=H_{\mathbf k}+(\hbar/m)\mathbf q\cdot\boldsymbol\Pi+\hbar^2q^2/2m$ to second order in $\mathbf q$. For one band,

$$\frac{m}{\hbar^2}\partial_\beta\partial_\alpha E_v=\delta_{\beta\alpha}+\frac{2}{m}\sum_{n\ne v}\frac{\mathrm{Re}\,\Pi^\alpha_{vn}\Pi^\beta_{nv}}{E_v-E_n}.$$

Now sum over filled bands. For two filled bands $v,v'$ the numerator is unchanged when they are exchanged, while the denominator changes sign. These terms cancel in pairs, leaving the empty bands. With $W(\mathbf k)=\sum_vE_v(\mathbf k)$,

$$\frac{m}{\hbar^2}\partial_\beta\partial_\alpha W=N_v\delta_{\beta\alpha}-A_{\beta\alpha}. \tag{6}$$

Summing (3) over ions gives $gN_v\delta_{\beta\alpha}$ minus $g$ times the mesh average of $A_{\beta\alpha}$. By (6) this is equation (1).

Physically, $A_{\beta\alpha}$ is the extra electron velocity of the filled states at $\mathbf k$ per unit velocity of the lattice. It is not a shift of their density, which at zeroth order in $\dot\tau$ follows the lattice rigidly at every $\mathbf k$; the change of order $\dot\tau$ cancels between $\mathbf k$ and $-\mathbf k$. Electrons carried along at the speed of the lattice would give $N_v\delta_{\beta\alpha}$. But $\mathbf k$ stays fixed, so in the frame of the moving lattice the wavevector is shifted by $-m\dot\tau/\hbar$ along $\alpha$. The summed group velocity $\partial_\beta W/\hbar$ relative to the lattice then changes by $-\dot\tau\,(m/\hbar^2)\,\partial_\beta\partial_\alpha W$. By (6), the difference $N_v\delta_{\beta\alpha}-A_{\beta\alpha}$ is the summed band curvature in units of $\hbar^2/m$.

## Second derivation: moving the valence projector

This route uses neither energy denominators nor individual bands. Let $P=\sum_v|u_v\rangle\langle u_v|$ and $Q=1-P$ at one $\mathbf k$. Let $P^\alpha$ be the derivative of $P$ when all ions move along $\alpha$. Since $P^2=P$, any derivative obeys $P'=P'P+PP'$, so $PP'P=0$ and $QP'Q=0$. Derivatives of $P$ connect only filled with empty states.

Define $S=\mathrm{Tr}(P\,P^\alpha\,\partial_\beta P)$. Between $P$ and $Q$ the first derivative is $\sum_v|u_v\rangle\langle u_v^\alpha|Q$. Between $Q$ and $P$ the second is $\sum_vQ|\partial_\beta u_v\rangle\langle u_v|$. Hence $S=\sum_v\langle u_v^\alpha|Q|\partial_\beta u_v\rangle$, while the reversed order gives $S^*$. Because $2\,\mathrm{Re}(iS)=i(S-S^*)$, equation (2) summed over ions reads

$$A_{\beta\alpha}=i\,\mathrm{Tr}\left(P[P^\alpha,\partial_\beta P]\right)=i\,\mathrm{Tr}\left([P,P^\alpha]\,\partial_\beta P\right). \tag{7}$$

The second form follows by cycling the trace.

A common displacement takes $P$ to $e^{-ip_\alpha\tau/\hbar}Pe^{ip_\alpha\tau/\hbar}$, so $P^\alpha=-(i/\hbar)[\Pi_\alpha,P]$. Using $P^2=P$,

$$[P,[\Pi_\alpha,P]]=2P\Pi_\alpha P-P\Pi_\alpha-\Pi_\alpha P=-(P\Pi_\alpha Q+Q\Pi_\alpha P).$$

The prefactor in (7) is $i\cdot(-i/\hbar)=1/\hbar$. The bracket contains the filled–empty blocks of $\Pi_\alpha$, the only blocks that $\partial_\beta P$ can see. Therefore

$$A_{\beta\alpha}=-\frac1\hbar\mathrm{Tr}(\Pi_\alpha\,\partial_\beta P).$$

The product rule, with $\partial_\beta\Pi_\alpha=\hbar\delta_{\beta\alpha}$ and $\mathrm{Tr}\,P=N_v$, gives $\partial_\beta\mathrm{Tr}(\Pi_\alpha P)=\hbar N_v\delta_{\beta\alpha}+\mathrm{Tr}(\Pi_\alpha\partial_\beta P)$. Eliminating the last trace and using (3),

$$\sum_\kappa Z^*_{\kappa,\beta\alpha}=\frac{g}{N_k}\sum_{\mathbf k}\frac1\hbar\,\partial_\beta\mathrm{Tr}(\Pi_\alpha P). \tag{8}$$

The error is $g/\hbar$ times the mesh average of the slope of the valence momentum. Locality has not yet been used. For a local potential the Hellmann–Feynman theorem gives $\partial_\alpha W=\mathrm{Tr}(P\,\partial_\alpha H)=(\hbar/m)\mathrm{Tr}(\Pi_\alpha P)$, and (8) becomes (1).

## Why the error vanishes exponentially

Adding a reciprocal vector to $\mathbf k$ transforms $H_{\mathbf k}$ unitarily, so $W$ is periodic. It is also analytic. A contour in the complex energy plane can enclose the filled levels at a given $\mathbf k$, and the integral of $(z-H_{\mathbf k})^{-1}/2\pi i$ around it is $P$. Since $H_{\mathbf k}$ is a polynomial in $\mathbf k$, both $P$ and $W=\mathrm{Tr}(PH_{\mathbf k})$ are analytic as long as no level meets the contour. This holds even where filled bands cross. The direct gap thus provides a strip of complex $\mathbf k$, of some half-width $\eta$, in which $W$ is analytic.

Write $W(\mathbf k)=\sum_{\mathbf R}W_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$ over lattice vectors. In the integral for $W_{\mathbf R}$, shift $\mathbf k$ by $-i\eta'\mathbf R/|\mathbf R|$ with $\eta'<\eta$. Periodicity cancels the side contributions, and the exponential supplies $|W_{\mathbf R}|\le Ce^{-\eta'|\mathbf R|}$.

A uniform mesh with offset $\mathbf k_0$ averages $e^{i\mathbf k\cdot\mathbf R}$ to $e^{i\mathbf k_0\cdot\mathbf R}$ if $\mathbf R$ belongs to the superlattice $\mathcal S$ dual to the mesh, and to zero otherwise. Two derivatives bring down $-R_\beta R_\alpha$, so

$$\sum_\kappa Z^*_{\kappa,\beta\alpha}=-\frac{gm}{\hbar^2}\sum_{\mathbf R\in\mathcal S,\ \mathbf R\neq0}R_\beta R_\alpha W_{\mathbf R}\,e^{i\mathbf k_0\cdot\mathbf R}. \tag{9}$$

The term $\mathbf R=0$ has dropped out, which is the statement that a periodic function has zero average slope. The shortest superlattice vector grows with the linear mesh density, so the error decays exponentially with that density. On a self-consistent mesh $V$ itself depends on the mesh. The conclusion then requires that $C$ and $\eta'$ can be chosen in common for all fine meshes.

**A one-harmonic band.** If one filled band in one dimension has $W=E_0-2t\cos ka$, then $W_{\pm a}=-t$ are the only nonzero harmonics with $R\ne0$. A single point at $k=0$ gives the error $2gmta^2/\hbar^2$, while any mesh with $N\ge2$ gives zero. A flat band, $t=0$, gives zero on every mesh.

**The rate in one dimension.** Suppose the nearest singularities of $W$ are square-root branch points at $k=\pm ih$, where the highest filled and lowest empty bands meet. Branch points joining two filled bands cancel in their sum. For $R>0$, wrap the integral for $W_R$ around the cut $k=-i(h+s)$, $s>0$. The jump of $W$ across it starts as $\sqrt s$, so

$$W_R\propto e^{-hR}\int_0^\infty\sqrt s\,e^{-sR}\,ds\propto R^{-3/2}e^{-hR}.$$

With $R=Na$ and the factor $R^2$ in (9), the error behaves as $N^{1/2}e^{-hNa}$ at large $N$.

**Shifted meshes.** Let $k_0$ be a fraction $s$ of the mesh step $2\pi/Na$. For $W(k)=W(-k)$, the terms $R=\pm jNa$ in (9) combine into a factor $2\cos(2\pi js)$. A half-step shift reverses the leading term $j=1$. A quarter-step shift removes it, leaving $j=2$ as the first survivor.

**No gap.** In a one-dimensional metal with one band filled for $|k|<k_F$, the inverse-mass average tends to $(a/2\pi)(m/\hbar^2)\int_{-k_F}^{k_F}E''dk=(am/\pi\hbar^2)E'(k_F)$ per spin for an even band. This is generally nonzero: the filled region has ends, so the argument from periodicity fails.

## What each derivation assumes

Both derivations need a rigid displacement to carry the self-consistent solution along with it. A fixed real-space grid for exchange and correlation can break this, and (1) then acquires a further error. A truncated plane-wave set, with the same reciprocal vectors at every $\mathbf k$, does not: $\mathbf p$ is diagonal in plane waves, so the commutators survive, with $E_v$ the bands of the truncated Hamiltonian. Truncation does spoil periodicity in $\mathbf k$, so the exponential decay ends at the level of the basis error.

The first derivation needs locality from equation (5) onward, where $\partial_\beta H$ is replaced by $(\hbar/m)\Pi_\beta$. Equation (4) was derived for a local potential but also holds for a nonlocal one, because a rigid displacement changes any potential operator at the rate $-(i/\hbar)[p_\alpha,V]$. This derivation displays the cancellation as a sum rule over transitions. Its single-band masses presuppose nondegenerate levels, although the final sum does not.

The second derivation needs the filled space as a whole and uses locality in its last line. With a nonlocal potential, $\partial_\alpha H$ has an additional term, so the valence momentum is no longer $(m/\hbar)\partial_\alpha W$. Equation (1) fails, but (8) stands. If the nonlocal part is analytic in $\mathbf k$, the error still vanishes exponentially, since $\mathrm{Tr}(\Pi_\alpha P)$ is periodic and analytic too.

Both assume an analytic $k$-derivative. A discretized Berry phase behaves differently. In one dimension it is the phase of a product of overlap determinants between neighbouring points, closed by $\langle u|e^{-ibx}|u\rangle$ with $b=2\pi/a$. A common displacement $\tau$ leaves the inner overlaps unchanged and multiplies the closing determinant by $e^{-ibN_v\tau}$. The electron centre, $-a/2\pi$ times the phase, moves by $N_v\tau$ per spin. The summed charge is then $\sum_\kappa Z_\kappa-gN_v=0$ on any mesh. This says nothing about the accuracy of each separate charge.

## A self-consistent example

The model is a one-dimensional crystal of charged sheets with period $a=0.5$ nm and two ions of charges 3 and 1, at $0$ and $0.225$ nm. Each ion's charge is spread as a Gaussian of width $0.05$ nm, and each ion also carries a short-range attractive Gaussian well of that width, $14$ and $10$ eV deep. Four electrons per cell fill two bands. The mean field is Hartree alone; exchange, correlation and transverse motion are left out. The remaining parameters are in the numerical output.

On the four-point mesh the summed inverse masses $\sum_v m/m^*_v$ are $1.4399$ at the zone boundary, $0.7371$ at each of the two intermediate points, and $-3.4029$ at $k=0$. Equation (1) gives

$$2\times\frac{1.4399+2(0.7371)-3.4029}{4}=-0.2444 .$$

Self-consistent linear response for each ion separately gives $Z_1^*=1.5302$ and $Z_2^*=-1.7746$, whose sum is also $-0.2444$. In SI units the error is $-3.92\times10^{-20}$ C.

The large negative entry lies at $k=0$, where the direct gap is smallest ($3.78$ eV in the potential converged on 24 points). By (6), $A=2+3.403=5.403$ there, against $2-1.440=0.560$ at the zone boundary. A coarse mesh that includes $k=0$ gives this point too much weight.

The error falls from $-7.60$ for one point to $-0.0309$ for six and $-0.00005$ for twelve. It is not shared equally. Relative to the twelve-point values $1.5791$ and $-1.5792$, the four-point charges are off by $-0.049$ and $-0.195$. Subtracting half the total error from each would restore neutrality, but would give $Z_1^*=1.652$, now off by $+0.073$. Neutrality imposed in this way does not ensure a better individual charge.

The complex bands of the potential converged on 24 points meet at $h=2.225$ nm$^{-1}$, so $ha=1.1127$. With this potential held fixed, the errors for $N=10$ and $15$ are $-4.552\times10^{-4}$ and $-2.115\times10^{-6}$. The power of $N$ multiplying $e^{-hNa}$ is then

$$\frac{\ln(2.115\times10^{-6}/4.552\times10^{-4})+5(1.1127)}{\ln(15/10)}\approx0.47,$$

close to the asymptotic $1/2$.

For $N=4$ and the same fixed potential, shifts of $0$, $1/4$ and $1/2$ step give $-0.2433$, $+0.0038$ and $+0.2357$. The sign reversal and the suppression follow (9). The unshifted value differs slightly from $-0.2444$ because the four-point mesh has its own self-consistent potential.

Two tests mark the limits of the result. The discretized Berry phase gives a summed charge of about $4\times10^{-12}$ on three points, zero to numerical accuracy. With an added nonlocal term and two points, the error is $-1.9643$. The momentum slope in (8) reproduces it, whereas the inverse masses give $-1.9604$.

The tensor form was tested on an oblique two-dimensional lattice of independent electrons with a $3\times3$ mesh. With a $7\times7$ set of plane waves, summed Born charges and averaged inverse masses agree in all components, including the off-diagonal value $0.0034$. That value is almost wholly basis error rather than mesh error: it falls to $0.00015$ with $9\times9$ plane waves and below $10^{-5}$ with $11\times11$. The test therefore confirms (1) in tensor form for the truncated Hamiltonian, where the identity still holds.

## Values computed for the example and the checks

```
hbar^2/m = 0.076200 eV nm^2; e^2/eps0 = 18.0951 eV nm
period 0.5 nm, sheet area 0.25 nm^2, ion width 0.05 nm
ion charges [3. 1.] e, well depths [14. 10.] eV, positions [0.    0.225] nm
N | Z*_1 | Z*_2 | sum of Z* | mesh-averaged g*sum(m/m*)
 1 | -0.096520 | -7.507691 | -7.604210 | -7.604210
 2 | 1.155292 | -3.177715 | -2.022423 | -2.022423
 3 | 1.439185 | -2.126281 | -0.687096 | -0.687096
 4 | 1.530213 | -1.774609 | -0.244396 | -0.244396
 6 | 1.573074 | -1.604019 | -0.030944 | -0.030944
 8 | 1.578418 | -1.582219 | -0.003801 | -0.003801
12 | 1.579148 | -1.579201 | -0.000054 | -0.000054
N=4 mesh, k in 1/nm: [-6.2832 -3.1416  0.      3.1416]
N=4 mesh, sum over valence of m/m*: [ 1.43993  0.73707 -3.40287  0.73707]
N=4 neutrality error: -0.244396 e = -3.9157e-20 C
Z*_1 at N=24: response 1.57916, Berry phase 1.57916
discretized Berry phase, N=3: |sum of Z*| = 4.2e-12
smallest direct gap 3.7846 eV at |k| = 0.0000 1/nm
fixed potential, N=3, shift 0.0: error -0.679037, aliasing sum -0.679037
fixed potential, N=3, shift 0.25: error 0.030818, aliasing sum 0.030818
fixed potential, N=3, shift 0.5: error 0.617186, aliasing sum 0.617186
fixed potential, N=4, shift 0.0: error -0.243308, aliasing sum -0.243308
fixed potential, N=4, shift 0.25: error 0.003799, aliasing sum 0.003799
fixed potential, N=4, shift 0.5: error 0.235707, aliasing sum 0.235707
branch point height h = 2.22532 1/nm, h*a = 1.11266
fixed potential: error(N=10) = -4.5521e-04, error(N=15) = -2.1149e-06
power of N multiplying exp(-h*N*a): 0.472
nonlocal term: strength -1.0 eV, radius 0.1 nm, N=2
nonlocal: error -1.96427, momentum slope -1.96427, inverse mass -1.96042
2D, 3x3 mesh, sum of Z* (xx, xy, yx, yy): [0.01936 0.0034  0.0034  0.011  ]
2D, inverse-mass average (same order): [0.01936 0.0034  0.0034  0.011  ]
```
